# Rejection-free kinetic Monte Carlo for Langmuir adsorption, checked against the exact transient

A surface has $N$ equivalent sites, each empty or holding one molecule. An empty site fills at rate $k_a$ and an occupied site empties at rate $k_d$. Both rates are constant and do not depend on the neighbours. The coverage $\theta$ is the number of occupied sites divided by $N$. Its mean over many repetitions is, for every $N$,

$$\langle\theta(t)\rangle=\theta_{eq}+(\theta_0-\theta_{eq})\,e^{-(k_a+k_d)t},\qquad \theta_{eq}=\frac{k_a}{k_a+k_d}. \tag{1}$$

A rejection-free kinetic Monte Carlo program samples the random history behind this mean. It jumps from one event to the next, so it has no time step to converge, and every event it selects is carried out. A single run scatters about equation (1); the average of many runs must agree with it within a predictable error.

## Six sites by hand

Take six sites, numbered 0 to 5, with sites 0, 1 and 2 occupied. Let $k_a=1.0$ s$^{-1}$ and $k_d=0.5$ s$^{-1}$, and ask for the state at 0.7 s. Keep all site numbers in one list, occupied sites first:

$$[\,0,1,2\;|\;3,4,5\,].$$

Three sites can fill and three can empty, so the total event rate is $R=3(1.0)+3(0.5)=4.5$ s$^{-1}$. Each step uses three random numbers between 0 and 1: one for the waiting time $\Delta t=-\ln(1-u)/R$, one for the kind of event, and one for the site. The values below are chosen for easy arithmetic.

**First event.** With $u=0.5$, $\Delta t=0.693/4.5=0.154$ s. The second number, 0.80, is multiplied by $R$ to give 3.6. This exceeds the adsorption rate of 3.0, so the event is a desorption. The third number, 0.4, times three occupied sites is 1.2, whose integer part is 1. Position 1, counted from zero, holds site 1. Swap it with the last occupied entry and move the divider left:

$$[\,0,2\;|\;1,3,4,5\,].$$

**Second event.** Now $R=4(1.0)+2(0.5)=5.0$ s$^{-1}$. With $u=0.5$, $\Delta t=0.139$ s and the clock reads 0.293 s. The second number, 0.30, gives $1.5<4.0$, an adsorption. The third, 0.6, times four empty sites is 2.4, so entry 2 of the empty part is chosen, which is site 4. Swap it with the first empty entry and move the divider right:

$$[\,0,2,4\;|\;3,1,5\,].$$

**Third event.** Again $R=4.5$ s$^{-1}$. With $u=0.9$, $\Delta t=2.303/4.5=0.512$ s, and the clock would read 0.804 s. This passes 0.7 s. The surface has three molecules throughout the wait, so the answer at 0.7 s is $n=3$, whatever the third event turns out to be.

## Why the draws are correct

A constant rate $k$ means that an event which has not yet happened occurs in the next $dt$ with probability $k\,dt$. The probability $S(t)$ that it has not happened by time $t$ obeys $dS/dt=-kS$ with $S(0)=1$, so $S=e^{-kt}$.

Give each site $i$ its own independent clock with rate $k_i$, equal to $k_a$ or $k_d$ according to its state. Site $i$ is the first to act, between $t$ and $t+dt$, if its clock fires then and all the others are still silent:

$$k_i\,dt\;e^{-k_it}\prod_{j\ne i}e^{-k_jt}
=\frac{k_i}{R}\;\bigl(R\,e^{-Rt}dt\bigr),\qquad R=\sum_jk_j. \tag{2}$$

The product has split into a factor for the site and a factor for the time. The waiting time is therefore exponential with mean $1/R$, the acting site is $i$ with probability $k_i/R$, and the two are independent. With $n$ occupied sites,

$$R=k_a(N-n)+k_dn. \tag{3}$$

Choosing adsorption with probability $k_a(N-n)/R$, and then one of the $N-n$ empty sites uniformly, gives each empty site the probability $k_a/R$ required by (2). In the same way each occupied site gets $k_d/R$.

The clocks that did not fire may be discarded and drawn afresh. For such a clock the probability of staying silent for a further time $s$, given silence until $t$, is $e^{-k(t+s)}/e^{-kt}=e^{-ks}$, the same as for a new clock.

The waiting time comes from a uniform number $u$. The condition $-\ln(1-u)/R>s$ is the same as $1-u<e^{-Rs}$. Since $1-u$ is also uniform, this has probability $e^{-Rs}$, as required.

## The general program

The hand procedure becomes the following function. The requested times must increase, and both rates must be positive so that $R$ never vanishes.

```python
import math, random

def kmc(N, n, ka, kd, times, rng=random):
    order = list(range(N))    # order[:n] are occupied
    t, k, counts = 0.0, 0, []
    while True:
        ra = ka * (N - n)
        R = ra + kd * n
        t += -math.log(1.0 - rng.random()) / R
        while k < len(times) and times[k] < t:
            counts.append(n)  # state before the event
            k += 1
        if k == len(times):
            return counts, order[:n]
        if rng.random() * R < ra:
            j = n + int(rng.random() * (N - n))
            order[j], order[n] = order[n], order[j]
            n += 1
        else:
            j = int(rng.random() * n)
            n -= 1
            order[j], order[n] = order[n], order[j]
```

An event costs one swap, however large the surface is. The average coverage over 4000 runs of 100 initially empty sites is

```python
runs = [kmc(100, 0, ka, kd, times)[0] for _ in range(4000)]
mean = [sum(c) / (100 * 4000) for c in zip(*runs)]
```

For the coverage alone, the number $n$ would suffice. The site list gives the positions as well, which are needed once the rates depend on the neighbours.

## The exact transient and its scatter

Let $p(t)$ be the probability that one given site is occupied. It gains from the empty state and loses from the occupied state:

$$\frac{dp}{dt}=k_a(1-p)-k_dp=k_a-(k_a+k_d)p. \tag{4}$$

Setting the right side to zero gives $p=\theta_{eq}$. Subtract this constant by writing $q=p-\theta_{eq}$. Then $dq/dt=-(k_a+k_d)q$, so $q(t)=q(0)e^{-(k_a+k_d)t}$. Averaging $p$ over all sites replaces $p(0)$ by $\theta_0$ and gives (1). No large-$N$ approximation has entered.

Three limits show what the rates do. At short times an empty surface fills as $\theta\approx k_at$, and desorption is not yet felt. If $k_d\to0$, the coverage of an initially empty surface is $1-e^{-k_at}$ and the surface fills completely. If the gas is removed, $k_a=0$ and $\theta=\theta_0e^{-k_dt}$; the program must then stop when the last molecule has left. With both processes active the relaxation rate is the sum $k_a+k_d$, because an excess $q$ of the occupation lowers the filling rate in (4) by $k_aq$ and raises the emptying rate by $k_dq$.

For the six sites, $\theta_0=1/2$ and $\theta_{eq}=2/3$, so at 0.7 s

$$\langle\theta\rangle=\tfrac23-\tfrac16e^{-1.05}=0.608.$$

The hand run gave $3/6$, one of the seven values that a single run can return. Solving the master equation for all 64 occupation patterns gives 0.60834, equal to the formula in every printed digit, and 20000 Monte Carlo runs gave 0.6092. The occupation of each individual site agreed with the master equation within 0.49 standard errors, which tests the list swaps as well as the count. This is closer than usual: with other random numbers the worst of the six sites typically lies one to three standard errors off, whereas leaving out the swaps puts it more than 100 standard errors off.

The scatter follows from independence. A site with occupation 0 or 1 and mean $p$ has variance $p-p^2=p(1-p)$. From an empty surface all sites share $p=\langle\theta\rangle$. The variances of independent sites add, and dividing $n$ by $N$ divides the variance by $N^2$:

$$\mathrm{Var}\,\theta=\frac{N\,p(1-p)}{N^2}=\frac{\langle\theta\rangle(1-\langle\theta\rangle)}{N}. \tag{5}$$

The mean of $M$ runs has the standard error $\sqrt{\langle\theta\rangle(1-\langle\theta\rangle)/(NM)}$. This is the yardstick for validation. If the surface starts partly filled, the two groups of sites have different $p$, and their variances must be added separately.

Hopping of molecules between sites would not change these results for the coverage. A hop leaves $n$ unchanged, and the rates for changing $n$ depend on $n$ alone.

## Carbon monoxide on copper

Consider CO on a Cu(100) surface at 200 K, dosed from gas at 300 K and $10^{-6}$ Torr. Rough typical parameters are a desorption energy $E_d=0.50$ eV, a prefactor $\nu=10^{13}$ s$^{-1}$ and a sticking probability $s=1$.

The gas has density $P/k_BT_g$. The flux onto the surface is this density times the average of the velocity component towards it, counting molecules that approach:

$$F=\frac{P}{k_BT_g}\int_0^\infty v\sqrt{\frac{m}{2\pi k_BT_g}}\,e^{-mv^2/2k_BT_g}dv.$$

The integral of $v\,e^{-mv^2/2k_BT_g}$ is $k_BT_g/m$, so the average is $\sqrt{k_BT_g/2\pi m}$ and

$$F=\frac{P}{\sqrt{2\pi mk_BT_g}}=3.83\ \mathrm{nm^{-2}\,s^{-1}}.$$

One site occupies $A=0.0652$ nm$^2$, half the square of the lattice constant 0.361 nm. Hence

$$k_a=sAF=0.250\ \mathrm{s^{-1}},\qquad
k_d=\nu e^{-E_d/k_BT}=10^{13}e^{-0.50/0.017235}=2.52\ \mathrm{s^{-1}}.$$

The equilibrium coverage is $0.250/(0.250+2.52)=0.090$, and the time constant is $1/(k_a+k_d)=0.36$ s. Equilibrium here means a balance of the two rates, not thermal equilibrium, because the gas is warmer than the surface.

The table compares equation (1) with one run of 10000 sites and with the mean of 4000 runs of 100 sites. Three of the seven times examined between 0.1 and 2.0 s are shown.

| $t$ (s) | exact | one run | mean of runs |
|---|---|---|---|
| 0.1 | 0.0218 | 0.0211 | 0.0217 |
| 0.6 | 0.0731 | 0.0694 | 0.0722 |
| 2.0 | 0.0900 | 0.0890 | 0.0898 |

At 0.6 s the single run lies 0.0037 below the exact mean. Its predicted standard deviation is 0.0026, so this is ordinary scatter. The mean of runs lies 0.0009 below, with a standard error of 0.0004. This is the largest deviation among the seven times examined, 2.25 standard errors. A normal variable strays that far about once in forty trials, so one such value among seven is no sign of a fault. The measured variance is also right: its ratio to (5) lies between 0.977 and 1.021.

## Two ways to spoil correct events

**Recording too late.** Suppose the count is stored after the event that passes the requested time. On average that event changes $n$ by $[k_a(N-n)-k_dn]/R$. At 0.1 s, replacing $n/N$ by the mean 0.0218 gives $(0.244-0.055)/(0.244+0.055)=0.63$ molecules, or 0.0063 in coverage for 100 sites. The expression is curved in $n$, so its average over the distribution of $n$ is slightly larger, 0.655 molecules. The simulation gave a bias of 0.0066, in agreement. This is nearly 30 standard errors of the ensemble mean, although it is less than one molecule per run. For large $N$ it falls as $1/N$ at a given coverage.

**Averaging over events.** In a stationary run, each visit to a state lasts $1/R$ on average. The fraction of visits to a state is therefore proportional to its share of the time multiplied by $R$, and equal weight per event gives $\langle\theta R\rangle/\langle R\rangle$ instead of $\langle\theta\rangle$. The excess is $\mathrm{Cov}(\theta,R)/\langle R\rangle$. From (3), $R=N[k_a+(k_d-k_a)\theta]$, so

$$\langle R\rangle=N\,\frac{k_a(k_a+k_d)+(k_d-k_a)k_a}{k_a+k_d}=\frac{2Nk_ak_d}{k_a+k_d}, \tag{6}$$

$$\mathrm{Cov}(\theta,R)=N(k_d-k_a)\,\frac{\theta_{eq}(1-\theta_{eq})}{N}=\frac{(k_d-k_a)k_ak_d}{(k_a+k_d)^2}.$$

Their ratio is

$$\frac{k_d-k_a}{2N(k_a+k_d)}=\frac{1-2\theta_{eq}}{2N}.$$

For four sites with the CO rates this adds 0.1024 to 0.0903, giving 0.1927. A run of 200000 events gave 0.193 with equal weights and 0.091 with each state weighted by its waiting time. The second is the correct average.

## What rejection would cost

A simpler method picks any site at random and carries out its event with probability $k_i/k_{max}$, where $k_{max}$ is the larger of the two rates. Its trials occur at the constant rate $Nk_{max}$, so in the stationary state the accepted fraction is, by (6),

$$\frac{\langle R\rangle}{Nk_{max}}=\frac{2k_ak_d}{(k_a+k_d)k_{max}}.$$

For the CO rates this is 0.181, and a simulation of that kind accepted 0.180 of its trials. More than four fifths of the trials change nothing. If $k_a=k_d$ the fraction is one and rejection costs nothing; if the rates differ by orders of magnitude, nearly all trials in the stationary state are wasted.

## What the agreement does not show

The agreement validates the program for the stated model. It says nothing about how well the model describes copper. Several neglected effects change the coverage by much more than the statistical error. CO molecules on neighbouring Cu(100) sites repel each other. If such pairs are forbidden altogether, the equilibrium coverage falls from 0.090 to 0.068, or by 24 %. If 2 % of the sites are steps that bind by an extra 0.10 eV, an assumed figure, the coverage rises by about 20 % to 0.108. Without hopping between terraces and steps, the step sites relax with their own time constant of 3.9 s, and the total is no longer a single exponential. Hopping from the terraces would fill the steps sooner. A pressure that approaches its final value exponentially, with a time constant of 0.1 s, instead of at once lowers the coverage by up to 0.015, near 0.18 s. Of the changes tried here, that of the desorption energy matters most: 0.47 eV gives an equilibrium coverage of 0.017 and 0.53 eV gives 0.36, with all other inputs fixed and the sites independent. At 0.53 eV independence is no longer tenable: with neighbouring pairs forbidden the coverage is 0.18, and it can never exceed 0.5. The prefactor is as uncertain as the energy, and a factor of ten in it acts like 0.04 eV at 200 K: for independent sites at 0.50 eV, $10^{14}$ s$^{-1}$ gives 0.010 and $10^{12}$ s$^{-1}$ gives 0.50.

Three of these effects also change the method. Step sites need lists of their own, because their desorption rate differs and a uniform choice among all occupied sites would be wrong. With a varying pressure, $R$ changes during the wait. The survival probability becomes $\exp(-\int R\,dt)$, and the next event time must be found from $\int R\,dt=-\ln(1-u)$. With blocking, a site can fill only if it and its neighbours are empty. The list of empty sites must then be replaced by a list of available sites, updated around each event. Events can still be drawn without rejection, but the mean filling rate contains the joint probability that several sites are empty. Equation (4) no longer closes on $p$ alone, and the exponential (1) ceases to be the reference.

## Calculated quantities

```
Surface, gas temperature: 200 K, 300 K
Pressure: 1.0e-06 Torr; sticking 1.0
Desorption energy: 0.50 eV; prefactor 1e+13 1/s
CO mass: 28.01 u; Cu lattice constant 0.361 nm
Site area: 0.0652 nm^2
Impingement flux: 3.832 1/(nm^2 s)
kB T of surface: 0.01723 eV
Adsorption rate ka: 0.2497 1/s
Desorption rate kd: 2.5151 1/s
Equilibrium coverage: 0.0903
Time constant: 0.3617 s
One step, 9 of 100 sites occupied:
  total rate 45.36 1/s, mean wait 0.02205 s
  probability of adsorption 0.5010
Large run: 10000 sites, 8424 events in 2.0 s
Ensemble: 4000 runs of 100 sites
t (s) | exact | large run | its sigma | ensemble | its std error
0.1 | 0.02182 | 0.0211 | 0.0015 | 0.02174 | 0.00023
0.2 | 0.03836 | 0.0381 | 0.0019 | 0.03847 | 0.00030
0.4 | 0.06043 | 0.0577 | 0.0024 | 0.06046 | 0.00038
0.6 | 0.07312 | 0.0694 | 0.0026 | 0.07220 | 0.00041
0.8 | 0.08042 | 0.0802 | 0.0027 | 0.08017 | 0.00043
1.2 | 0.08704 | 0.0900 | 0.0028 | 0.08715 | 0.00045
2.0 | 0.08995 | 0.0890 | 0.0029 | 0.08983 | 0.00045
Largest ensemble deviation: 2.25 std errors
Variance / predicted: 0.977 to 1.021
Bias of late recording at 0.1 s: 0.00663
Partly filled test: 6 sites, 3 filled, ka 1.0 1/s, kd 0.5 1/s, t 0.7 s
  coverage: master equation 0.60834, formula 0.60834, KMC 0.60920
  KMC runs 20000; worst site 0.49 std errors
Stationary run, 4 sites, 200000 events:
  time-weighted coverage 0.0909
  event-weighted 0.1929, formula 0.1927
Rejection method acceptance: 0.1801, formula 0.1806
Equilibrium coverage, neighbours blocked: 0.0683 (-24.3 %)
Steps: 2 % of sites, +0.10 eV; step coverage 0.970
  total coverage 0.1079 (+19.5 %), step time constant 3.89 s
Pressure rise time 0.1 s: largest coverage deficit 0.0152 at 0.18 s
Desorption energy 0.47 eV: equilibrium coverage 0.0171, time constant 0.069 s
Desorption energy 0.53 eV: equilibrium coverage 0.3614, time constant 1.447 s
```
